# When Is a Separable Pseudopotential with Several References Hermitian?, part 1

(Sections cited here and not found follow in the second part.)

**Q.** I have built a separable pseudopotential with two references in one angular-momentum channel. Each pseudo wave holds exactly the all-electron charge inside the core radius, and both reference energies come back to all digits. I take it that the nonlocal operator is Hermitian, since norm conservation is what guarantees that. Yet my matrix $B$ is slightly asymmetric. Is this quadrature noise?

**A.** That can be decided from the definitions. I use Hartree atomic units, one channel $l$, and real radial functions $u(r)=rR(r)$, so the kinetic operator is $T=-\tfrac12\,d^2/dr^2+l(l+1)/2r^2$. A bracket $\langle f|g\rangle$ is $\int_0^\infty fg\,dr$, and $\langle f|g\rangle_c$ is the same integral stopped at the core radius $r_c$.

The all-electron references are regular at the origin and obey $(T+V_{\rm AE}-\varepsilon_i)\psi_i=0$. The pseudo references $\phi_i$ behave as $r^{l+1}$ at the origin and equal $\psi_i$ for $r\ge r_c$, with value and first derivative continuous there. The local potential equals $V_{\rm AE}$ for $r\ge r_c$ and is free inside. Then

$$\chi_i=(\varepsilon_i-T-V_{\rm loc})\phi_i,\qquad B_{ij}=\langle\phi_i|\chi_j\rangle,$$

$$\beta_i=\sum_k (B^{-1})_{ki}\,\chi_k,\qquad V_{\rm NL}=\sum_{ij}B_{ij}|\beta_i\rangle\langle\beta_j|,$$

with $B$ assumed invertible. Beyond $r_c$, $\chi_i$ reduces to $(\varepsilon_i-T-V_{\rm AE})\psi_i=0$, so $\chi_i$ and $\beta_i$ live inside the core. The overlap deficits are

$$q_{ij}=\langle\psi_i|\psi_j\rangle_c-\langle\phi_i|\phi_j\rangle_c=q_{ji}.$$

You have imposed $q_{11}=q_{22}=0$.

Recovering the energies is no evidence of Hermiticity. Since $\langle\chi_k|\phi_j\rangle=B_{jk}$,

$$\langle\beta_i|\phi_j\rangle=\sum_k (B^{-1})_{ki}B_{jk}=(BB^{-1})_{ji}=\delta_{ij}.$$

With this duality,

$$V_{\rm NL}\phi_j=\sum_i B_{ij}\beta_i=\sum_k\Big(\sum_i (B^{-1})_{ki}B_{ij}\Big)\chi_k=\chi_j .$$

The definition of $\chi_j$ says $(T+V_{\rm loc})\phi_j=\varepsilon_j\phi_j-\chi_j$, so $H=T+V_{\rm loc}+V_{\rm NL}$ obeys $H\phi_j=\varepsilon_j\phi_j$. Neither the symmetry of $B$ nor any $q_{ij}$ was used.

**Q.** Then perhaps the asymmetry of $B$ is a matter of representation. The $\beta_i$ are not orthogonal, and an asymmetric matrix in a skew basis can stand for a Hermitian operator.

**A.** That holds for the mixed form $\sum_{ij}M_{ij}|e_i\rangle\langle\tilde e_j|$, with a skew basis $e_i$ on one side and, on the other, its dual basis $\tilde e_j$ within the same span. Here the same functions stand on both sides. For real $f,g$ put $f_i=\langle\beta_i|f\rangle$ and $g_i=\langle\beta_i|g\rangle$. Then $\langle f|V_{\rm NL}g\rangle=\sum_{ij}f_iB_{ij}g_j$, and $\langle g|V_{\rm NL}f\rangle=\sum_{ij}g_iB_{ij}f_j=\sum_{ij}f_iB_{ji}g_j$ after renaming the indices. In the difference the terms $i=j$ cancel, and two terms remain:

$$\langle f|V_{\rm NL}g\rangle-\langle g|V_{\rm NL}f\rangle=(B_{12}-B_{21})\,(f_1g_2-f_2g_1).$$

If $B_{12}=B_{21}$ this vanishes for all $f,g$, and the operator is Hermitian. Conversely, choose $f=\phi_1$, $g=\phi_2$. Duality gives $f_1=g_2=1$ and $f_2=g_1=0$, so the difference is $B_{12}-B_{21}$ itself. $V_{\rm NL}$ is Hermitian if and only if $B$ is symmetric.

**Q.** So what fixes $B_{12}-B_{21}$?

**A.** Write out the element, cutting the integral at $r_c$ because $\chi_j$ vanishes beyond:

$$B_{ij}=\varepsilon_j\langle\phi_i|\phi_j\rangle_c+\tfrac12\int_0^{r_c}\phi_i\phi_j''\,dr-\int_0^{r_c}\phi_i\Big[V_{\rm loc}+\frac{l(l+1)}{2r^2}\Big]\phi_j\,dr .$$

The last integral is unchanged under $i\leftrightarrow j$, so it drops out of $B_{ij}-B_{ji}$ whatever $V_{\rm loc}$ is. For the middle one, integrate by parts:

$$\int_0^{r_c}\phi_i\phi_j''\,dr=\big[\phi_i\phi_j'\big]_0^{r_c}-\int_0^{r_c}\phi_i'\phi_j'\,dr .$$

The remaining integral is symmetric too, and the boundary term at the origin vanishes as $r^{2l+1}$. Define the Wronskian at the core radius, taken from inside, $W_{ij}[u]=u_iu_j'-u_ju_i'$. Then

$$B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\langle\phi_i|\phi_j\rangle_c+\tfrac12W_{ij}[\phi].\tag{1}$$

Do the same with the all-electron equation. Multiply $(\varepsilon_j-T-V_{\rm AE})\psi_j=0$ by $\psi_i$, integrate to $r_c$, and subtract the expression with $i$ and $j$ exchanged. The left side is zero, and $V_{\rm AE}$ cancels as $V_{\rm loc}$ did:

$$0=(\varepsilon_j-\varepsilon_i)\langle\psi_i|\psi_j\rangle_c+\tfrac12W_{ij}[\psi].\tag{2}$$

Value and slope are matched at $r_c$, so $W_{ij}[\phi]=W_{ij}[\psi]$. Subtracting (2) from (1),

$$B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\big(\langle\phi_i|\phi_j\rangle_c-\langle\psi_i|\psi_j\rangle_c\big)=(\varepsilon_j-\varepsilon_i)(-q_{ij}),$$

$$B_{ij}-B_{ji}=(\varepsilon_i-\varepsilon_j)\,q_{ij}.\tag{3}$$

For $i=j$ this reads $0=0$. The diagonal deficits do not enter. For $\varepsilon_1\ne\varepsilon_2$ the operator is Hermitian exactly when $q_{12}=0$, so your two conditions are not sufficient. They are not necessary either: a potential with $q_{12}=0$ and wrong norms is Hermitian.

Nothing here required bound states, two references only, or a particular normalization. Equation (3) concerns references of the same $l$; between different channels both $B_{ij}$ and $q_{ij}$ vanish by the angular integration.

For two normalized bound references a shorter road gives the same result. The tails of $\phi_i$ and $\psi_i$ agree and $\langle\psi_1|\psi_2\rangle=0$, so

$$\langle\phi_1|\phi_2\rangle=\langle\phi_1|\phi_2\rangle_c+\big(0-\langle\psi_1|\psi_2\rangle_c\big)=-q_{12}.$$

Since both $\phi_i$ are eigenfunctions, $\langle\phi_1|H\phi_2\rangle-\langle\phi_2|H\phi_1\rangle=(\varepsilon_2-\varepsilon_1)\langle\phi_1|\phi_2\rangle=(\varepsilon_1-\varepsilon_2)q_{12}$. On decaying functions $T+V_{\rm loc}$ is Hermitian and adds nothing to the left side, and $V_{\rm NL}$ adds $B_{12}-B_{21}$. In words, you have forced two non-orthogonal functions to be eigenfunctions at different energies, which no Hermitian operator permits.

**Q.** I would still expect the two norms to pull $q_{12}$ to zero. Both waves are made by the same recipe.

**A.** Regard the waves as vectors on $[0,r_c]$. Let $N_{ij}=\langle\psi_i|\psi_j\rangle_c$. With $q_{11}=q_{22}=0$ the pseudo vectors have the lengths $\sqrt{N_{11}}$ and $\sqrt{N_{22}}$, and writing each overlap as lengths times a cosine gives

$$q_{12}=\sqrt{N_{11}N_{22}}\,\big(\cos\theta_{\rm AE}-\cos\theta_{\rm PS}\big).\tag{4}$$

Two lengths do not fix an angle. It is a third, independent condition.

Your expectation does hold in a limit. Expanding the squares,

$$\|\psi_1-\psi_2\|_c^2-\|\phi_1-\phi_2\|_c^2=q_{11}+q_{22}-2q_{12}.$$

Suppose both kinds of wave depend smoothly on energy, in a smooth normalization, and $\Delta=\varepsilon_1-\varepsilon_2$ is small. Both differences on the left are of order $\Delta$. With zero diagonal, $q_{12}$ is then of order $\Delta^2$ and the asymmetry (3) of order $\Delta^3$. In the same limit the two rows of $B$ approach each other, $\det B\to0$, and $B^{-1}$ in the definition of the projectors grows, so the asymmetry of the operator falls more slowly than that of $B$. With $\tilde f_k=\langle\chi_k|f\rangle$ and $\tilde g_k=\langle\chi_k|g\rangle$, the definition of $\beta_i$ gives $f_1g_2-f_2g_1=(\tilde f_1\tilde g_2-\tilde f_2\tilde g_1)/\det B$. The numerator is of order $\Delta$ because $\chi_1-\chi_2$ is. Subtracting the second row of $B$ from the first and then the second column from the first leaves diagonal entries of order $\Delta^2$ and $1$ and off-diagonal entries of order $\Delta$, so $\det B$ is generically of order $\Delta^2$. The asymmetry of $V_{\rm NL}$ between fixed $f$ and $g$ is then of order $\Delta^3\cdot\Delta/\Delta^2=\Delta^2$.

**Q.** Show me a case where I can follow the numbers.

**A.** Take nonrelativistic hydrogen with a fixed nucleus, $V_{\rm AE}=-1/r$, $l=0$, and the exact references

$$\psi_1=2re^{-r},\quad\varepsilon_1=-0.5\ {\rm Ha};\qquad\psi_2=\tfrac{1}{\sqrt2}\,r\,(1-r/2)\,e^{-r/2},\quad\varepsilon_2=-0.125\ {\rm Ha}.$$

For the first, $\psi_1''=(2r-4)e^{-r}$, so $-\tfrac12\psi_1''-\psi_1/r=(2-r-2)e^{-r}=-\tfrac12\psi_1$. For the second, in units of $e^{-r/2}/\sqrt2$, $\psi_2=r-r^2/2$ and $\psi_2''=-2+\tfrac54r-\tfrac18r^2$, so $-\tfrac12\psi_2''-\psi_2/r=-\tfrac18r+\tfrac1{16}r^2=-\tfrac18\psi_2$.

I choose $r_c=2.5$ bohr and set $w=1-r^2/r_c^2$, for which $w=0$, $w'=-2/r_c$, $w''=-2/r_c^2$ at $r_c$. Inside the core

$$V_{\rm loc}=-\frac{1}{r_c}\Big(1+\frac w2+\frac{3w^2}{8}\Big).$$

At $r_c$ its value is $-1/r_c$, its slope $-\tfrac{1}{r_c}\cdot\tfrac12w'=1/r_c^2$, and its curvature $-\tfrac1{r_c}\big[\tfrac12w''+\tfrac34w'^2\big]=-\tfrac1{r_c}\big[-1+3\big]/r_c^2=-2/r_c^3$, all equal to those of $-1/r$. At the origin it is $-0.75$ Ha. The pseudo waves are

$$\phi_i=r\,\big(c_0+c_1w+c_2w^2+a_iw^3+t_iw^4\big).$$

The terms in $w^3$ and $w^4$ vanish at $r_c$ with two derivatives, so they are free. With $G=\psi/r$, matching at $r_c$ requires $G=c_0$, $G'=c_1w'$ and $G''=2c_2w'^2+c_1w''$, which solve to

$$c_0=G,\qquad c_1=-\tfrac12r_cG',\qquad c_2=\tfrac18\big(r_c^2G''+2c_1\big).$$

For 1s, $G=2e^{-r}$, $G'=-G$, $G''=G$. So $c_0=0.164170$, $c_1=1.25\,c_0=0.205212$ and $c_2=(6.25+2.5)\,c_0/8=0.179561$, in bohr$^{-3/2}$ like all these coefficients. For 2s they are $-0.050647$, $0.094964$ and $0.092985$. I keep $t_1=0$ throughout.

Writing $\phi=p+ab$ with $b=rw^3$, norm conservation is the quadratic $a^2\langle b|b\rangle_c+2a\langle p|b\rangle_c+\langle p|p\rangle_c-N_{ii}=0$, of which I take the larger root. The all-electron core overlaps are $N_{11}=0.875348$, $N_{22}=0.055381$, $N_{12}=0.173225$.

Set A is your construction: $t_2=0$, each norm conserved, which gives $a_1=0.480013$ and $a_2=0.226446$. The cosines are $0.786752$ for the all-electron pair and $0.800286$ for the pseudo pair. With $\sqrt{N_{11}N_{22}}=0.220177$ from the unrounded overlaps, equation (4) gives

$$q_{12}=0.220177\times(0.786752-0.800286)=0.220177\times(-0.013534)=-2.980\times10^{-3}.$$

Equation (3) then predicts $(-0.375\ {\rm Ha})\times(-2.980\times10^{-3})=1.1175\times10^{-3}$ Ha. Quadrature of $\langle\phi_i|\chi_j\rangle$, in which $\psi$ plays no part, yields

$$B_{12}-B_{21}=-0.1035995+0.1047170=1.1175\times10^{-3}\ {\rm Ha}=30.41\ {\rm meV},$$

which is $1.1\%$ of $|B_{12}|$, while $q_{11}$ and $q_{22}$ are zero to rounding. The diagonal elements are $B_{11}=-0.3260592$ Ha and $B_{22}=-0.0356983$ Ha, so $\det B=0.01163976-0.01084863=7.911\times10^{-4}$ Ha$^2$ and $B$ is invertible.

Now let $t_2$ vary and re-solve for $a_2$ so that $q_{22}=0$ throughout. At $t_2=0.5$, $q_{12}=0.00980$ and the asymmetry is $-0.003675$ Ha. At $t_2=1.0$, $q_{12}=0.02778$ and it is $-0.010418$ Ha. By your criterion all members are equally good, yet $q_{12}$ changes sign along the family. Norms and reference energies do not exclude a spurious extra level either: the member at $t_2=1.0$ has one near $-0.407$ Ha, between the two references. Between $t_2=0$ and $t_2=0.5$ the zero lies at $t_2=0.135984$, $a_2=0.114168$. That is set B, with all $q_{ij}=0$, and there $B_{12}=B_{21}=-0.1050017$ Ha.

Set C abandons the norms. It has $a_1=0.3$, $t_2=0$, and $a_2=0.276011$ from the condition $q_{12}=0$, which is linear in $a_2$. The deficits are $q_{11}=0.16813$ and $q_{22}=-0.014388$, and still $B_{12}=B_{21}=-0.0898058$ Ha.

The numerical check tests (3) on all five cases to $10^{-11}$ Ha. It also diagonalizes $H$ in a spectral-element basis, first tested on the three lowest hydrogen levels. Sets A, B and C all return both reference energies within $10^{-8}$ Ha. For set A the normalized right eigenvectors overlap by $2.980\times10^{-3}$ in magnitude, and direct integration gives $\langle\phi_1|\phi_2\rangle=+2.980\times10^{-3}=-q_{12}$.

**Q.** Could another local potential remove the asymmetry? And when does (3) fail?

For references at different energies, the operator is Hermitian exactly when the off-diagonal deficit $q_{12}$ vanishes, which conserving the two norms does not ensure, as the hydrogen example shows. Still to come are the role of the local potential, the limits of (3), what norm conservation does provide, the cost of averaging the off-diagonal elements, and the proper repairs.

Numbers in the example were calculated in double precision.
